# Local fields and the macroscopic dielectric constant in static RPA: verification in Python

```python
"""Static RPA macroscopic dielectric constant of an insulating model crystal.

Result under test: eps_M = 1/[eps^-1]_00 = head - wing.body^-1.wing,
with 1 <= eps_M <= head.
head: G=G'=0 element; wing: elements with one G=0; body: both G nonzero.
Model: tetragonal lattice of Gaussian wells, two electrons per cell.
The wells are the complete effective potential of the unperturbed crystal.
Algebra is in Hartree atomic units; printed energies are in eV.
k and q are in fractions of the reciprocal lattice vectors.
"""
from itertools import product
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

cell_A = np.array([4.0, 4.0, 5.0])
depth_eV, width_A = 25.0, 1.0
cutoff_eV, response_cutoff_eV = 60.0, 60.0

cell = cell_A / BOHR
recip = 2 * np.pi / cell
volume = np.prod(cell)
depth, width = depth_eV / HARTREE, width_A / BOHR
cutoff = cutoff_eV / HARTREE
integers = np.array(list(product(range(-5, 6), repeat=3)))

# Nonzero G vectors of the response, ordered by length
g_energy = ((integers * recip) ** 2).sum(1) / 2
order = np.argsort(g_energy, kind="stable")
order = order[(g_energy[order] > 1e-12)
              & (g_energy[order] < response_cutoff_eV / HARTREE)]
G = integers[order]
G_energy_eV = g_energy[order] * HARTREE
G_length = np.sqrt(2 * g_energy[order])
G_all = np.vstack([np.zeros((1, 3), dtype=int), G])


def well_potential(vectors):
    """Fourier coefficients of the periodic sum of Gaussian wells."""
    strength = depth * (2 * np.pi) ** 1.5 * width ** 3 / volume
    return -strength * np.exp(-width ** 2 * (vectors ** 2).sum(-1) / 2)


def basis(k):
    return integers[(((k + integers) * recip) ** 2).sum(1) / 2 < cutoff]


def bands(k, g):
    kinetic = (((k + g) * recip) ** 2).sum(1) / 2
    return eigh(well_potential((g[:, None] - g) * recip) + np.diag(kinetic))


def mesh(n):
    return np.array(list(product(*[(np.arange(m) + 0.5) / m - 0.5
                                   for m in n])))


def amplitudes(g_v, c_v, g_c, c_c, response):
    """<v,k| exp(-i(q+G).r) |c,k+q> for all G in response and all c."""
    box = np.zeros((19, 19, 19))
    box[tuple((g_v + 9).T)] = c_v
    s = g_c[None] - response[:, None] + 9
    return box[s[..., 0], s[..., 1], s[..., 2]] @ c_c


def long_wave(n):
    """Transition vectors for q->0: three Cartesian heads, then all G."""
    points = mesh(n)
    columns, gaps, tops, bottoms = [], [], [], []
    for k in points:
        g = basis(k)
        e, c = bands(k, g)
        gap = e[1:] - e[0]
        momentum = (((k + g) * recip).T * c[:, 0]) @ c[:, 1:]
        rho = amplitudes(g, c[:, 0], g, c[:, 1:], G) / G_length[:, None]
        columns.append(np.vstack([momentum / gap, rho]))
        gaps.append(gap)
        tops.append(e[0])
        bottoms.append(e[1])
    factor = np.sqrt(16 * np.pi / (volume * len(points)))
    return (factor * np.hstack(columns), np.hstack(gaps),
            min(bottoms) - max(tops))


def dielectric(vectors, gaps, z=0.0):
    weight = gaps / (gaps ** 2 - z ** 2)
    return np.eye(len(vectors)) + (vectors * weight) @ vectors.T


def schur(eps, selected=None):
    """Macroscopic 3x3 tensor, with the chosen G vectors in the body."""
    idx = 3 + (np.arange(len(G)) if selected is None
               else np.asarray(selected, dtype=int))
    head = eps[:3, :3]
    if len(idx) == 0:
        return head
    wing = eps[:3, idx]
    return head - wing @ np.linalg.solve(eps[np.ix_(idx, idx)], wing.T)


def finite_q(n, q, basis_follows_q):
    """Unsymmetrized matrix 1 - v chi0 at finite q, G=0 included."""
    points = mesh(n)
    chi = np.zeros((len(G_all), len(G_all)))
    for k in points:
        g = basis(k)
        gq = basis(k + q) if basis_follows_q else g
        e, c = bands(k, g)
        eq, cq = bands(k + q, gq)
        rho = amplitudes(g, c[:, 0], gq, cq[:, 1:], G_all)
        chi -= 4 / (volume * len(points)) * (rho / (eq[1:] - e[0])) @ rho.T
    coulomb = 4 * np.pi / (((q + G_all) * recip) ** 2).sum(1)
    return np.eye(len(G_all)) - coulomb[:, None] * chi


def supercell_response(strength, iterations=22):
    """Self-consistent Hartree response of a 4x1x1 supercell to a cosine.

    Returns total potential components at q+G over the external one,
    for q = one quarter of the first reciprocal vector.
    """
    scale = np.array([0.25, 1.0, 1.0])
    targets = G_all * np.array([4, 1, 1]) + np.array([1, 0, 0])
    coulomb = 4 * np.pi / ((targets * scale * recip) ** 2).sum(1)
    grid = np.array(list(product(range(-20, 21), range(-5, 6),
                                 range(-5, 6))))
    systems = []
    for kz in (0.25, -0.25):
        vec = (np.array([0.125, 0.25, kz]) + grid * scale) * recip
        keep = (vec ** 2).sum(1) / 2 < cutoff
        m = grid[keep]
        d = m[:, None] - m
        h = np.where(d[..., 0] % 4 == 0,
                     well_potential(d * scale * recip), 0.0)
        h = h + np.diag((vec[keep] ** 2).sum(1) / 2)
        places = [np.flatnonzero((d == t).all(-1)) for t in targets]
        systems.append((h, places))
    external = np.zeros(len(targets))
    external[0] = strength
    total = external.copy()
    for _ in range(iterations):
        density = np.zeros(len(targets))
        for h, places in systems:
            u = np.zeros(h.size)
            for value, place in zip(total, places):
                u[place] = value
            u = u.reshape(h.shape)
            _, c = eigh(h + u + u.T, subset_by_index=[0, 3])
            matrix = (c @ c.T).ravel()
            density += np.array([matrix[p].sum() for p in places])
        density *= 2 / (4 * volume) / len(systems)
        total = total + 0.6 * (external + coulomb * density - total)
    return total / strength


# Long-wave limit on two k meshes
vec4, gap4, _ = long_wave((4, 4, 4))
vec6, gap6, band_gap = long_wave((6, 6, 6))
assert band_gap > 0
eps4, eps6 = dielectric(vec4, gap4), dielectric(vec6, gap6)
macro4, macro6 = schur(eps4), schur(eps6)
head6 = eps6[:3, :3]
for i in range(3):
    assert 1 < macro6[i, i] < head6[i, i]

# Direct small-q matrices against the k.p tensor, also obliquely
small_q = 1e-3
small_results = []
for direction in ([1, 0, 0], [0, 0, 1], [1, 0, 1]):
    unit = np.array(direction, dtype=float)
    unit /= np.linalg.norm(unit)
    matrix = finite_q((4, 4, 4), small_q * unit / recip, False)
    direct = 1 / np.linalg.inv(matrix)[0, 0]
    tensor = unit @ macro4 @ unit
    assert abs(direct - tensor) < 1e-4
    assert abs(matrix[0, 0] - unit @ eps4[:3, :3] @ unit) < 1e-4
    assert np.linalg.eigvals(matrix).real.min() > 1 - 1e-8
    small_results.append((direct, tensor))

# Supercell self-consistency against the inverse matrix
q_super = np.array([0.25, 0.0, 0.0])
matrix_q = finite_q((4, 2, 2), q_super, True)
inverse_column = np.linalg.inv(matrix_q)[:, 0]
screened = supercell_response(1e-3 / HARTREE)
super_error = np.abs(screened - inverse_column).max()
assert super_error < 1e-5
assert np.abs(inverse_column[1:]).max() > 1e-3
assert 1 / screened[0] < matrix_q[0, 0]

# Minimum over the short-wave components, found numerically
wing_z, body = eps6[2, 3:], eps6[3:, 3:]
found = minimize(lambda y: head6[2, 2] + 2 * wing_z @ y + y @ body @ y,
                 np.zeros(len(G)), jac=lambda y: 2 * (wing_z + body @ y),
                 method="CG")
assert abs(found.fun - macro6[2, 2]) < 1e-7

# Growing sets of G vectors
series = []
for limit in (0.0, 7.0, 10.0, 20.0, 40.0, response_cutoff_eV):
    chosen = np.flatnonzero(G_energy_eV < limit)
    t = schur(eps6, chosen)
    series.append((limit, len(chosen), t[0, 0], t[2, 2]))
for before, after in zip(series, series[1:]):
    assert after[2] <= before[2] + 1e-10
    assert after[3] <= before[3] + 1e-10

# Hand-solvable pair G = +(001), -(001)
plus = int(np.flatnonzero((G == [0, 0, 1]).all(1))[0])
minus = int(np.flatnonzero((G == [0, 0, -1]).all(1))[0])
w_plus, w_minus = eps6[2, 3 + plus], eps6[2, 3 + minus]
b_diag, b_off = eps6[3 + plus, 3 + plus], eps6[3 + plus, 3 + minus]
assert abs(w_plus + w_minus) < 1e-8
pair_drop = 2 * w_plus ** 2 / (b_diag - b_off)
pair_macro = schur(eps6, [plus, minus])
assert abs(head6[2, 2] - pair_drop - pair_macro[2, 2]) < 1e-8
assert abs(eps6[0, 3 + plus]) < 1e-8
assert abs(pair_macro[0, 0] - head6[0, 0]) < 1e-10


def local_field_change(z):
    eps = dielectric(vec4, gap4, z)
    return schur(eps)[0, 0] - eps[0, 0], eps[0, 0]


# Frequency: sign kept below threshold and on the imaginary axis only
below = 0.5 * gap4.min()
change_below = local_field_change(below)[0]
change_imag = local_field_change(5j / HARTREE)[0]
assert change_below < 0 and change_imag.real < 0
broadening_eV = 0.5
omegas = np.arange(0.0, 40.1, 0.5)
scan = [local_field_change((w + 1j * broadening_eV) / HARTREE)
        for w in omegas]
best = int(np.argmax([s[0].real for s in scan]))
assert scan[best][0].real > 0 and omegas[best] > gap4.min() * HARTREE

print(f"cell a, c: {cell_A[0]:.1f}, {cell_A[2]:.1f} angstrom")
print(f"well depth: {depth_eV:.1f} eV; width: {width_A:.1f} angstrom")
print(f"plane-wave cutoff: {cutoff_eV:.0f} eV")
print(f"response cutoff: {response_cutoff_eV:.0f} eV; nonzero G: {len(G)}")
print(f"band gap on 6x6x6 mesh: {band_gap * HARTREE:.3f} eV")
print(f"smallest direct gap, 6x6x6: {gap6.min() * HARTREE:.3f} eV")
print("dielectric constants below are dimensionless")
for name, i in (("x", 0), ("z", 2)):
    print(f"{name}: head, 6x6x6: {head6[i, i]:.5f}")
    print(f"{name}: wing.body^-1.wing: {head6[i, i] - macro6[i, i]:.5f}")
    print(f"{name}: eps_M, 6x6x6: {macro6[i, i]:.5f}")
    print(f"{name}: eps_M, 4x4x4: {macro4[i, i]:.5f}")
    share = (head6[i, i] - macro6[i, i]) / (head6[i, i] - 1)
    print(f"{name}: reduction of (head-1): {100 * share:.2f} percent")
print("G cutoff (eV), number of G, eps_M x, eps_M z (6x6x6):")
for limit, count, ex, ez in series:
    print(f"  {limit:4.0f} {count:4d} {ex:.5f} {ez:.5f}")
print(f"pair +-(001), z: wing w at +(001): {w_plus:.5f}")
print(f"pair: body diagonal b: {b_diag:.5f}; off-diagonal c: {b_off:.5f}")
print(f"pair: reduction 2w^2/(b-c): {pair_drop:.5f}")
print(f"pair: eps_M z: {pair_macro[2, 2]:.5f}")
print(f"numerical minimum, z: {found.fun:.5f}")
print(f"small q: {small_q / BOHR:.5f} 1/angstrom, 4x4x4 mesh")
for name, (direct, tensor) in zip(("x", "z", "x+z"), small_results):
    print(f"  {name}: direct {direct:.6f}, k.p tensor {tensor:.6f}")
q_length = np.linalg.norm(q_super * recip) / BOHR
print(f"supercell q: {q_length:.4f} 1/angstrom, 4x2x2 mesh")
print(f"  head at this q: {matrix_q[0, 0]:.6f}")
print(f"  1/[eps^-1]_00 from matrix: {1 / inverse_column[0]:.6f}")
print(f"  same from self-consistent supercell: {1 / screened[0]:.6f}")
print(f"  largest short-wave part: {np.abs(screened[1:]).max():.5f}")
print(f"  largest deviation of any component: {super_error:.1e}")
print("eps_M - head along x at frequency (4x4x4):")
print(f"  real, {below * HARTREE:.3f} eV: {change_below:.5f}")
print(f"  imaginary, 5 eV: {change_imag.real:.5f}")
print(f"  real {omegas[best]:.1f} eV, broadening {broadening_eV:.1f} eV:"
      f" real part {scan[best][0].real:.5f}")
print(f"  smallest direct gap, 4x4x4: {gap4.min() * HARTREE:.3f} eV")
print("verified")
```

Running it gives:

```
cell a, c: 4.0, 5.0 angstrom
well depth: 25.0 eV; width: 1.0 angstrom
plane-wave cutoff: 60 eV
response cutoff: 60 eV; nonzero G: 82
band gap on 6x6x6 mesh: 5.254 eV
smallest direct gap, 6x6x6: 5.820 eV
dielectric constants below are dimensionless
x: head, 6x6x6: 1.69003
x: wing.body^-1.wing: 0.21060
x: eps_M, 6x6x6: 1.47943
x: eps_M, 4x4x4: 1.47070
x: reduction of (head-1): 30.52 percent
z: head, 6x6x6: 1.53717
z: wing.body^-1.wing: 0.20691
z: eps_M, 6x6x6: 1.33026
z: eps_M, 4x4x4: 1.33027
z: reduction of (head-1): 38.52 percent
G cutoff (eV), number of G, eps_M x, eps_M z (6x6x6):
     0    0 1.69003 1.53717
     7    2 1.69003 1.38240
    10    6 1.56041 1.38240
    20   18 1.49586 1.34666
    40   40 1.48227 1.33165
    60   82 1.47943 1.33026
pair +-(001), z: wing w at +(001): 0.33632
pair: body diagonal b: 1.29012; off-diagonal c: -0.17149
pair: reduction 2w^2/(b-c): 0.15477
pair: eps_M z: 1.38240
numerical minimum, z: 1.33026
small q: 0.00189 1/angstrom, 4x4x4 mesh
  x: direct 1.470701, k.p tensor 1.470701
  z: direct 1.330266, k.p tensor 1.330267
  x+z: direct 1.400484, k.p tensor 1.400484
supercell q: 0.3927 1/angstrom, 4x2x2 mesh
  head at this q: 1.624184
  1/[eps^-1]_00 from matrix: 1.420483
  same from self-consistent supercell: 1.420483
  largest short-wave part: 0.04250
  largest deviation of any component: 2.8e-09
eps_M - head along x at frequency (4x4x4):
  real, 3.059 eV: -0.29886
  imaginary, 5 eV: -0.10777
  real 6.5 eV, broadening 0.5 eV: real part 1.49527
  smallest direct gap, 4x4x4: 6.117 eV
verified
```
